# Spin-Orbit Inversion of Cation and Anion Levels in Bismuth Telluride

## Problem

A layered telluride has two equivalent cation sites and two equivalent anion sites, each pair exchanged by inversion. At the zone centre, the states next to the gap are modelled by two p shells of opposite parity. Without spin-orbit coupling their energies are

| shell | $p_z$ | $p_x,p_y$ |
|---|---:|---:|
| even, cation | $0$ | $\Delta_c$ |
| odd, anion | $-E_0$ | $-E_0-\Delta_a$ |

with $E_0,\Delta_c,\Delta_a>0$. The $z$ axis is normal to the layers, and threefold symmetry keeps $p_x$ and $p_y$ degenerate. The anion shell is filled and the cation shell is empty.

Each atom has the coupling $\lambda\,\mathbf L\cdot\mathbf S$, with $\hbar=1$ and $\lambda>0$. The values are $\lambda_c$ on the cation and $\lambda_a$ on the anion. Take

$$E_0=0.30,\quad \Delta_c=1.20,\quad \Delta_a=0.80,\quad \lambda_c=1.25,\quad \lambda_a=0.50\ \text{eV}.$$

1. Both couplings are multiplied by a common factor $x$. At which $x$ do the lowest cation level and the highest anion level cross?
2. The anion coupling is instead held at its full value. Which cation coupling brings the levels together?
3. Why do the levels cross rather than repel, and what changes if inversion symmetry is broken?

## First estimate by scaling

The expectation value of $\mathbf L\cdot\mathbf S$ in a $p_z$ state is zero, so the first-order shift vanishes. In second order, $p_z$ is coupled to the in-plane orbitals of its own shell. The matrix element, derived below, is $\lambda/\sqrt2$, and the energy denominator is $\Delta$. Each $p_z$ level therefore moves by

$$\frac{(\lambda/\sqrt2)^2}{\Delta}=\frac{\lambda^2}{2\Delta}.$$

The in-plane cation levels lie above $p_z$ and push it down. The in-plane anion levels lie below $p_z$ and push it up. Both shifts reduce the gap. With couplings $x\lambda_c$ and $x\lambda_a$, the gap closes when

$$E_0\simeq\frac{x^2}{2}\left(\frac{\lambda_c^2}{\Delta_c}+\frac{\lambda_a^2}{\Delta_a}\right),
\qquad
x_{\rm est}=\sqrt{\frac{2E_0}{\lambda_c^2/\Delta_c+\lambda_a^2/\Delta_a}} .$$

The two terms in the denominator are $1.5625/1.20=1.302$ eV and $0.25/0.80=0.3125$ eV. Hence

$$x_{\rm est}=\sqrt{0.60/1.615}=0.610 .$$

For question 2 the same approximation gives

$$\lambda_{c,\rm est}=\sqrt{2\Delta_c\left(E_0-\frac{\lambda_a^2}{2\Delta_a}\right)}
=\sqrt{2.40\,(0.300-0.156)}=0.587\ \text{eV}.$$

The expansion assumes $\lambda\ll\Delta$. At full strength $\lambda_c$ exceeds $\Delta_c$, so the estimate has to be compared with the full solution.

## Exact solution of the model

### Parity and the atomic coupling

Inversion $I$ exchanges the two sites of a pair and reverses a p orbital: $I|p_1\rangle=-|p_2\rangle$ and $I|p_2\rangle=-|p_1\rangle$. Therefore

$$I\,\frac{|p_1\rangle-|p_2\rangle}{\sqrt2}
=\frac{-|p_2\rangle+|p_1\rangle}{\sqrt2},$$

which is even. The sum of the two orbitals is odd in the same way.

The coupling is local and equal on the two sites. Within either combination its matrix is $\tfrac12(\lambda+\lambda)\mathbf L\cdot\mathbf S=\lambda\,\mathbf L\cdot\mathbf S$. Between the even and odd combinations it is $\tfrac12(\lambda-\lambda)\mathbf L\cdot\mathbf S=0$. Each shell can thus be treated as one atom in a crystal field.

### The blocks of one shell

Write

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

Let $p_+$ be the orbital with $L_z=1$. Since $L_+|p_z\rangle=\sqrt2|p_+\rangle$ and $S_-|\uparrow\rangle=|\downarrow\rangle$,

$$\mathbf L\cdot\mathbf S\,|p_z\uparrow\rangle=\frac1{\sqrt2}|p_+\downarrow\rangle .$$

The diagonal element for $p_+\downarrow$ is $1\times(-\tfrac12)=-\tfrac12$. The crystal field and the coupling both conserve $J_z=L_z+S_z$, so the states with $m_j=\tfrac12$ form the block

$$H_{1/2}=\begin{pmatrix}E_z&\lambda/\sqrt2\\ \lambda/\sqrt2&E_{xy}-\lambda/2\end{pmatrix}$$

in the basis $(p_z\uparrow,\ p_+\downarrow)$. The state $p_+\uparrow$ is alone with $m_j=\tfrac32$, and its energy is $E_{xy}+\lambda/2$. Time reversal supplies the partners with $m_j=-\tfrac12,-\tfrac32$ at the same energies.

### Cation level

Put $E_z=0$, $E_{xy}=\Delta_c$, and call the lower eigenvalue $-s$. The condition $\det(H_{1/2}-E)=0$ at $E=-s$ reads

$$s\left(s+\Delta_c-\frac{\lambda_c}{2}\right)=\frac{\lambda_c^2}{2}. \tag{1}$$

Its two roots have a negative product, and the positive one is

$$s=\frac12\left[\sqrt{\left(\Delta_c-\frac{\lambda_c}{2}\right)^2+2\lambda_c^2}-\left(\Delta_c-\frac{\lambda_c}{2}\right)\right].$$

The $m_j=\tfrac32$ level lies at $\Delta_c+\lambda_c/2>0$, above $-s$, so it is not the lowest one.

### Anion level

Measure energy from the anion $p_z$ level, so that $E_z=0$ and $E_{xy}=-\Delta_a$, and call the upper eigenvalue $u$. The determinant gives

$$u\left(u+\Delta_a+\frac{\lambda_a}{2}\right)=\frac{\lambda_a^2}{2}, \tag{2}$$

$$u=\frac12\left[\sqrt{\left(\Delta_a+\frac{\lambda_a}{2}\right)^2+2\lambda_a^2}-\left(\Delta_a+\frac{\lambda_a}{2}\right)\right].$$

Here the $m_j=\tfrac32$ level, at $y=-\Delta_a+\lambda_a/2$, needs a closer look because the coupling raises it. Insert it into the characteristic polynomial $f(y)=y(y+\Delta_a+\lambda_a/2)-\lambda_a^2/2$:

$$f(y)=\left(-\Delta_a+\frac{\lambda_a}{2}\right)\lambda_a-\frac{\lambda_a^2}{2}=-\Delta_a\lambda_a .$$

For $\Delta_a>0$ this is negative, so $y$ lies between the two roots of $f$ and below $u$. If $\Delta_a<0$, then $f(y)>0$ with $y>0$, so the $m_j=\tfrac32$ level lies above $u$. The formulas below then fail, because a different level borders the gap.

### Condition for inversion and uniqueness

The signed zone-centre gap is the lowest cation level minus the highest anion level:

$$G=-s-(-E_0+u)=E_0-s-u .$$

The order is inverted when $s+u>E_0$. Differentiating (1) and (2) with respect to the couplings gives

$$\frac{ds}{d\lambda_c}=\frac{\lambda_c+s/2}{2s+\Delta_c-\lambda_c/2},
\qquad
\frac{du}{d\lambda_a}=\frac{\lambda_a-u/2}{2u+\Delta_a+\lambda_a/2}.$$

Both denominators equal the positive square roots in the solutions. The first numerator is positive. For the second, (2) implies $u(u+\lambda_a/2)<\lambda_a^2/2$. The left side would reach $\lambda_a^2/2$ at $u=\lambda_a/2$, so $u<\lambda_a/2$ and this numerator is positive too. Thus $G$ falls steadily as $x$ grows.

It also falls without bound. For $\lambda\gg\Delta$ the solutions approach $s\to\lambda_c$ and $u\to\lambda_a/2$, which are the shifts of the free-atom $j=\tfrac12$ and $j=\tfrac32$ levels. Since $G=E_0>0$ at $x=0$, there is one critical $x$.

### Common scaling of both couplings

Replace $\lambda_c,\lambda_a$ by $x\lambda_c,x\lambda_a$. On the common energy scale the two $m_j=\tfrac12$ blocks have characteristic equations $E^2+b_1E+c_1=0$ and $E^2+b_2E+c_2=0$, with

$$b_1=\frac{x\lambda_c}{2}-\Delta_c,\qquad c_1=-\frac{x^2\lambda_c^2}{2},$$

$$b_2=2E_0+\Delta_a+\frac{x\lambda_a}{2},\qquad
c_2=E_0\left(E_0+\Delta_a+\frac{x\lambda_a}{2}\right)-\frac{x^2\lambda_a^2}{2}.$$

The second pair follows by expanding $(E+E_0)(E+E_0+\Delta_a+x\lambda_a/2)=x^2\lambda_a^2/2$.

At a crossing both equations hold for the same $E$. With $B=b_1-b_2$ and $C=c_1-c_2$, their difference is $BE+C=0$. Inserting $E=-C/B$ into the first equation and multiplying by $B^2$ gives

$$C^2-b_1CB+c_1B^2=0. \tag{3}$$

If $B=0$, equation (3) requires $C=0$, and the two quadratics coincide. A root of (3) therefore always means a shared level.

For the given parameters,

$$b_1=0.625x-1.2,\quad c_1=-0.78125x^2,$$
$$B=0.375x-2.6,\quad C=-0.65625x^2-0.075x-0.33,$$

all with energies in eV. Equation (3) becomes

$$0.4746x^4+0.2777x^3-2.8733x^2-0.4013x+1.1385=0 .$$

Its real roots include every crossing that occurs between a cation level and an anion level of these blocks. At $x=0$ both cation levels lie above both anion levels. As $x$ grows, the first pair to meet must be the lowest cation level and the highest anion level. The smallest positive root is therefore the required one:

$$\boxed{x_c=0.595}$$

The couplings there are $0.744$ eV on the cation and $0.298$ eV on the anion. The shifts are $s=0.255$ eV and $u=0.045$ eV, whose sum is $E_0=0.300$ eV. Diagonalizing the 24-state Hamiltonian of all four atoms, with three orbitals and two spins each, gives the same $x_c$. This Hamiltonian also contains the two remaining site combinations: an even anion shell, placed at $-2.0$ eV and filled, and an odd cation shell, placed at $+2.0$ eV and empty. As long as each shell belongs to one species, they do not mix with the levels next to the gap.

### Cation coupling alone

With $\lambda_a$ fixed and $u<E_0$, the cation level must fall by $s_*=E_0-u$. Equation (1), read as an equation for $\lambda_c$, is

$$\lambda_c^2+s_*\lambda_c-2s_*(s_*+\Delta_c)=0 .$$

Its positive root is the critical coupling

$$\boxed{\lambda_c^*=\frac{-s_*+\sqrt{9s_*^2+8s_*\Delta_c}}{2}}$$

At full anion strength $u=0.1079$ eV, so $s_*=0.1921$ eV and

$$\lambda_c^*=\frac{-0.192+\sqrt{0.332+1.844}}{2}\simeq0.64\ \text{eV}.$$

This is 51% of the full cation coupling. It is smaller than the $0.744$ eV found under common scaling because here the anion keeps its full upward shift. If $u\ge E_0$, the anion coupling closes the gap by itself and no positive cation threshold exists.

## Comparison of estimate and solution

For common scaling the estimate, $0.610$, is 2.4% above the solution, $0.595$. Equations (1) and (2) show where the difference comes from:

$$s=\frac{\lambda_c^2}{2(\Delta_c-\lambda_c/2+s)},\qquad
u=\frac{\lambda_a^2}{2(\Delta_a+\lambda_a/2+u)} .$$

The estimate replaces both brackets by $\Delta$. For the anion the true bracket is larger, so the estimate overstates $u$. For the cation the two corrections have opposite signs and cancel when $s=\lambda_c/2$. Putting this into (1) gives $\lambda_c=\Delta_c$. Below that coupling the estimate understates $s$, and above it the estimate overstates $s$.

At the crossing, the second-order cation shift is $0.744^2/2.40=0.231$ eV instead of $0.255$ eV. The anion shift is $0.2976^2/1.60=0.055$ eV instead of $0.045$ eV. The errors partly cancel, and the small total error does not mean that each shift is equally accurate.

For the cation coupling alone, the estimate of $0.587$ eV is about 8% below the solution. At full strength it gives the anion a shift of $0.156$ eV instead of $0.108$ eV and so asks too little of the cation. The understated cation shift acts the other way but does not make up the difference.

The opposite limit, $\lambda\gg\Delta$, gives a second estimate. Set $s=\lambda_c-\alpha\Delta_c$ in (1) and keep terms linear in $\Delta_c$:

$$\frac{\lambda_c^2}{2}+\lambda_c\Delta_c\left(1-\alpha-\frac{\alpha}{2}\right)=\frac{\lambda_c^2}{2}
\quad\Rightarrow\quad \alpha=\frac23 .$$

Similarly, $u=\lambda_a/2-\beta\Delta_a$ in (2) requires $(1-\beta)/2-\beta=0$, or $\beta=\tfrac13$. For a large initial gap,

$$x_c\simeq\frac{E_0+2\Delta_c/3+\Delta_a/3}{\lambda_c+\lambda_a/2}.$$

Here this would give $1.367/1.50=0.91$, far from $0.595$. At the crossing both couplings are still below their crystal fields, so this limit does not apply.

## Crossing, parity and a polar interface

At full strength the lowest cation level is at $-0.642$ eV and the highest anion level is at $-0.192$ eV. The signed gap is $-0.450$ eV, so the levels are well inverted.

Both levels have $m_j=\pm\tfrac12$, so $J_z$ does not forbid their mixing. Parity does: an inversion-symmetric Hamiltonian has no matrix element between an even and an odd state. In the model with pure shells this rule is not yet needed, because no term connects cation and anion orbitals, and the levels would cross whatever their parity. It becomes decisive when the shells mix species. Two shells of equal parity that share a weight $\eta$ of each other's species are connected by $x\sqrt{\eta(1-\eta)}\,(\lambda_c-\lambda_a)\,\mathbf L\cdot\mathbf S$ in magnitude, and their levels repel. Shells of opposite parity still cross. With twelve electrons in the four-atom model, the filled states comprise three even and three odd Kramers pairs before the crossing, and four even and two odd pairs after it. The product of one parity eigenvalue per pair changes from $(-1)^3=-1$ to $(-1)^2=+1$.

This reverses the zone-centre factor in the bulk $Z_2$ index. The index itself changes if the crystal is insulating on both sides of the transition and the parity products at the other time-reversal-invariant momenta are unchanged. The zone-centre model cannot establish these two conditions.

A polar interface breaks inversion symmetry. Represent its effect by a spin-independent coupling $v$ between the even and odd $p_z$ orbitals. To find how strongly it acts, let $a$ and $b$ be the amplitudes of $p_z\uparrow$ and $p_+\downarrow$. The first row of the cation block gives $sa+\lambda_cb/\sqrt2=0$, hence $b/a=-\sqrt2\,s/\lambda_c$. The anion block gives $b/a=\sqrt2\,u/\lambda_a$. After normalization the $p_z$ weights are

$$w_c=\frac1{1+2s^2/\lambda_c^2},\qquad
w_a=\frac1{1+2u^2/\lambda_a^2},$$

where the couplings are those at the crossing. They equal $0.809$ and $0.957$. To first order in $v$ the two states are coupled by $m=v\sqrt{w_cw_a}$ in magnitude. Their separation is $\sqrt{G^2+4m^2}$, with minimum

$$2m=2v\sqrt{w_cw_a}.$$

For a chosen $v=5$ meV this is $8.8$ meV, in agreement with diagonalization of the 24-state Hamiltonian. The crossing has become an avoided one, and parity no longer labels the states. The result belongs to this chosen form of the perturbation. An equal coupling between the in-plane orbitals changes $m$ by $v\sqrt{(1-w_c)(1-w_a)}\approx0.09\,v$, about 10%, downward if it has the same sign as $v$. Different potentials on the two sites of a pair also break inversion, but they connect only the even and odd combinations of one species. With pure shells they leave the crossing intact, and they open it only when the shells mix species.

## Relation to the real material

The parameters are rough values in the regime of Bi$_2$Te$_3$, which is known to have an inverted band order at the zone centre. The atomic couplings are of typical size for Bi and Te. The quantities $E_0$, $\Delta_c$ and $\Delta_a$ are effective model parameters, not measured levels. The crystal also has a third tellurium atom per formula unit, at an inversion centre, which the model omits. A further simplification is that each frontier shell belongs to one species. To size the error of this last simplification, suppose that each shell contains 20% of the other species, with its scalar energies held fixed. The averaged couplings are then $0.8(1.25)+0.2(0.50)=1.10$ eV and $0.8(0.50)+0.2(1.25)=0.65$ eV, and $x_c$ rises to $0.629$. Including the partner shells, with the even one at $-2.0$ eV and the odd one at $+2.0$ eV, raises it to $0.653$. The even partner repels the cation level upward and the odd partner repels the anion level downward, so both oppose inversion. The full-strength gap becomes $-0.33$ eV instead of $-0.45$ eV: still inverted, but by about a quarter less.

Uncertainty in the scalar levels, above all in $E_0$, can matter as much. With the other parameters fixed, raising $E_0$ by $0.05$ eV moves $x_c$ to $0.647$. Raising $\Delta_c$ by $0.10$ eV moves it to $0.615$, and the same change in $\Delta_a$ moves it to $0.599$. These steps are chosen sizes, not known uncertainties, and the changes add. Each $0.1$ eV in $E_0$ moves $x_c$ by about $0.1$, and the 20% admixture with partner shells together with $E_0=0.35$ eV gives about $0.71$. The value near $0.6$ therefore describes the chosen parameters, not the material.

At 300 K the thermal energy is $0.026$ eV, about one seventeenth of the full-strength splitting. With the Fermi level midway between the two levels, the upper one has an occupation of about $2\times10^{-4}$. In a doped crystal the position of the Fermi level sets the occupation, and it can be large. Lattice expansion and vibrations also shift $E_0$; that shift is not calculated here, but the sensitivity above shows what a given shift would do.

The value $0.45$ eV is a splitting at one wave vector and must not be read as the band gap. Away from the zone centre, terms linear in wave number $k$ mix the two parities. With a rough coefficient $A=0.3$ eV nm, the mixing scale $2Ak$ equals the splitting at

$$k=\frac{0.45}{2\times0.3}=0.75\ \text{nm}^{-1}.$$

At such wave numbers the zone-centre levels alone no longer describe the bands. The coefficient $A$ depends on direction, and the value used here is meant for wave vectors in the layer plane. Linear mixing by itself only widens the separation, to $\sqrt{G^2+4A^2k^2}$. A gap smaller than the zone-centre splitting comes from terms left out here, such as the quadratic dispersion that moves the inverted levels toward each other. Finding the band gap requires the full dispersion.

## Numbers as computed

```
Scalar gap E0: 0.30 eV
Cation crystal field dc: 1.20 eV
Anion crystal field da: 0.80 eV
Cation coupling lc: 1.25 eV
Anion coupling la: 0.50 eV
Free cation splitting 3lc/2: 1.875 eV
Free anion splitting 3la/2: 0.750 eV
Cation lowering s at full strength: 0.6420 eV
Anion raising u at full strength: 0.1079 eV
Lowest cation level at full strength: -0.6420 eV
Highest anion level at full strength: -0.1921 eV
Signed zone-centre gap at full strength: -0.4499 eV
Same gap by 24-state diagonalization: -0.4499 eV
Required cation lowering at fixed la: 0.1921 eV
Critical cation coupling at fixed la: 0.6415 eV
Critical / full cation coupling: 0.5132 (no unit)
Quartic coefficients, x^4 to x^0 (eV^4): 0.474609 0.277734 -2.873281 -0.401250 1.138500
Critical common scale, quartic: 0.59517 (no unit)
Critical common scale, diagonalization: 0.59517 (no unit)
Weak-coupling estimate of scale: 0.60960 (no unit)
Cation coupling at common crossing: 0.7440 eV
Anion coupling at common crossing: 0.2976 eV
Cation lowering at common crossing: 0.2554 eV
Anion raising at common crossing: 0.0446 eV
Energy of crossing: -0.2554 eV
Cation p_z weight at crossing: 0.8092 (no unit)
Anion p_z weight at crossing: 0.9571 (no unit)
Gap slope with common scale at crossing: -0.9464 eV
Filled even, odd pairs before crossing: 3, 3
Filled even, odd pairs after crossing: 4, 2
Parity-breaking coupling v: 5.0 meV
Avoided gap, diagonalization: 8.800 meV
Avoided gap, formula: 8.800 meV
Hybrid admixture: 20 percent
Partner shells, distance from zero energy: 2.0 eV
Averaged cation coupling: 1.100 eV
Averaged anion coupling: 0.650 eV
Critical scale, averaged couplings: 0.6294 (no unit)
Critical scale, explicit partners: 0.6526 (no unit)
Full-strength gap, explicit partners: -0.3297 eV
Critical scale if E0 is 0.05 eV larger: 0.6465 (no unit)
Critical scale if dc is 0.10 eV larger: 0.6149 (no unit)
Critical scale if da is 0.10 eV larger: 0.5994 (no unit)
Thermal energy at 300 K: 0.0259 eV
Full-strength |gap| / thermal energy: 17.4 (no unit)
Rough band-mixing coefficient A: 0.3 eV nm
Wave number where 2Ak equals |gap|: 0.75 1/nm
```
